# Singlet Counts and Dissociation of N2 in Two Active Spaces: test program

```python
# Result under test: CAS(N,n), N electrons in n orbitals, has
#   D0 = C(n,N/2)^2 - C(n,N/2+1)*C(n,N/2-1)
# singlet CSFs without point-group symmetry: 175 for CAS(6,6), 1176 for
# CAS(10,8). For N2, CAS(6,6) also contains the singlet made of two quartet
# atoms, so its energy at large distance R is twice the ROHF atom energy.
# S is total spin, M its projection; A and B are the two atoms.
from itertools import combinations, product
from math import comb, sqrt
import numpy as np
from scipy.constants import physical_constants
from pyscf import gto, scf, mcscf, fci, symm, lib

lib.num_threads(1)
EV = physical_constants["Hartree energy in eV"][0]
BASIS = "cc-pVDZ"
R_NEAR, R_FAR = 2.1, 20.0


def singlets_of_open_shells(k):
    """Nullity of S^2 = S_minus S_plus among k open-shell spins with M=0."""
    ups = [frozenset(c) for c in combinations(range(k), k // 2)]
    s2 = np.zeros((len(ups), len(ups)))
    for i, p in enumerate(ups):
        for j, q in enumerate(ups):
            if i == j:
                s2[i, j] = k / 2
            elif len(p - q) == 1:
                s2[i, j] = 1.0
    return int(np.sum(np.abs(np.linalg.eigvalsh(s2)) < 1e-8))


# ---- CSF counts: explicit occupations against the closed formula ----
nullity = {k: singlets_of_open_shells(k) for k in (0, 2, 4, 6)}
print("Singlets per open-shell number k:", nullity)
for nel, norb in ((6, 6), (10, 8)):
    patterns = {}
    for occupation in product((0, 1, 2), repeat=norb):
        if sum(occupation) == nel:
            k = occupation.count(1)
            patterns[k] = patterns.get(k, 0) + 1
    counted = sum(patterns[k] * nullity[k] for k in patterns)
    m0 = comb(norb, nel // 2) ** 2
    m1 = comb(norb, nel // 2 + 1) * comb(norb, nel // 2 - 1)
    assert counted == m0 - m1
    assert counted == {6: 175, 10: 1176}[nel]
    print(f"CAS({nel},{norb}): determinants M=0: {m0}, M=1: {m1}")
    print(f"  singlet CSFs from explicit count: {counted}")
    for k in sorted(patterns):
        print(f"  k={k}: {patterns[k]} occupations,"
              f" {patterns[k] * nullity[k]} CSFs")

# ---- Singlet of two quartets, from spin operators on six sites ----
# Sites 0,1,2 belong to atom B and sites 3,4,5 to atom A.
raise_one = np.array([[0.0, 1.0], [0.0, 0.0]])
z_one = np.diag([0.5, -0.5])


def site_operator(op, site):
    return np.kron(np.kron(np.eye(2 ** site), op), np.eye(2 ** (5 - site)))


def spin_squared(sites):
    sp = sum(site_operator(raise_one, s) for s in sites)
    sz = sum(site_operator(z_one, s) for s in sites)
    return sz @ sz + 0.5 * (sp @ sp.T + sp.T @ sp)


penalty = (spin_squared(range(6)) + 7.5 * np.eye(64)
           - spin_squared(range(3)) - spin_squared(range(3, 6)))
values, vectors = np.linalg.eigh(penalty)
assert abs(values[0]) < 1e-10 and values[1] > 0.1
coupled = vectors[:, 0]


def amplitude(up_sites):
    return coupled[sum(2 ** (5 - s) for s in range(6) if s not in up_sites)]


up_sets = list(combinations(range(6), 3))
spin_weights = np.array([amplitude(u) ** 2 for u in up_sets])
predicted = np.array([1 / 4 if u in ((0, 1, 2), (3, 4, 5)) else 1 / 36
                      for u in up_sets])
assert np.allclose(spin_weights, predicted, atol=1e-10)
pair_overlap = 0.0
for u in up_sets:
    if all((i in u) != (i + 3 in u) for i in range(3)):
        sign = (-1) ** sum(i not in u for i in range(3))
        pair_overlap += sign * amplitude(u) / sqrt(8)
assert abs(abs(pair_overlap) - 1 / sqrt(2)) < 1e-10
print(f"Overlap of three singlet pairs with coupled quartets:"
      f" {abs(pair_overlap):.6f}")

# ---- Independent atom ----
atom = gto.M(atom="N 0 0 0", basis=BASIS, spin=3, verbose=0)
atom_mf = scf.ROHF(atom)
atom_mf.conv_tol = 1e-11
e_atom = atom_mf.kernel()
assert atom_mf.converged
print(f"Basis {BASIS}; ROHF quartet N atom: {e_atom:.6f} hartree")
print(f"Twice the atom: {2 * e_atom:.6f} hartree")

# ---- Molecular orbitals, with D2h labels to select the active space ----
ORDER = [("Ag", 0), ("B1u", 0), ("Ag", 1), ("B1u", 1), ("Ag", 2),
         ("B2u", 0), ("B3u", 0), ("B1u", 2), ("B2g", 0), ("B3g", 0)]


def orbital_labels(mol, orbitals):
    return list(symm.label_orb_symm(mol, mol.irrep_name, mol.symm_orb,
                                    orbitals))


def starting_orbitals(distance, high_spin):
    mol = gto.M(atom=[["N", (0, 0, -distance / 2)],
                      ["N", (0, 0, distance / 2)]],
                unit="Bohr", basis=BASIS, symmetry="D2h",
                spin=6 if high_spin else 0, verbose=0)
    if high_spin:
        mf = scf.ROHF(mol)
        mf.irrep_nelec = {"Ag": (3, 2), "B1u": (3, 2), "B2u": (1, 0),
                          "B3u": (1, 0), "B2g": (1, 0), "B3g": (1, 0)}
    else:
        mf = scf.RHF(mol)
        mf.irrep_nelec = {"Ag": 6, "B1u": 4, "B2u": 2, "B3u": 2}
    mf.conv_tol = 1e-11
    mf.max_cycle = 100
    mf.kernel()
    assert mf.converged
    orbitals = np.array(mf.mo_coeff)
    labels = orbital_labels(mol, orbitals)
    chosen = [[i for i, lab in enumerate(labels) if lab == name][pos]
              for name, pos in ORDER]
    rest = [i for i in range(len(labels)) if i not in chosen]
    return mol, mf, orbitals[:, chosen + rest]


def singlet_casscf(mf, orbitals, nel, norb):
    mc = mcscf.CASSCF(mf, norb, (nel // 2, nel // 2))
    mc.fix_spin_(shift=0.5, ss=0)
    mc.fcisolver.wfnsym = 0
    mc.fcisolver.conv_tol = 1e-11
    mc.fcisolver.max_cycle = 200
    mc.conv_tol = 1e-9
    mc.max_cycle_macro = 100
    size = comb(norb, nel // 2)
    guess = np.zeros((size, size))
    guess[0, 0] = 1.0  # closed-shell bonding determinant, a pure singlet
    mc.kernel(orbitals, guess)
    assert mc.converged
    s2 = mc.fcisolver.spin_square(mc.ci, norb, mc.nelecas)[0]
    assert abs(s2) < 1e-5
    return mc


results = {}
for distance, high_spin in ((R_NEAR, False), (R_FAR, True)):
    mol, mf, orbitals = starting_orbitals(distance, high_spin)
    for nel, norb in ((6, 6), (10, 8)):
        mc = singlet_casscf(mf, orbitals, nel, norb)
        results[nel, distance] = mc
        print(f"CASSCF({nel},{norb}) at R={distance:.1f} bohr:"
              f" {mc.e_tot:.6f} hartree")

for nel, norb in ((6, 6), (10, 8)):
    far_energy = results[nel, R_FAR].e_tot
    # The tolerance covers convergence and the residual atom-atom interaction.
    assert abs(far_energy - 2 * e_atom) < 1e-5
    depth = far_energy - results[nel, R_NEAR].e_tot
    assert depth > 0
    print(f"CAS({nel},{norb}) far energy minus two atoms:"
          f" {1e6 * (far_energy - 2 * e_atom):.2f} microhartree")
    print(f"CAS({nel},{norb}) E(far)-E(near): {depth:.4f} hartree"
          f" = {depth * EV:.2f} eV")

# ---- Natural occupations in CAS(6,6) ----
for distance in (R_NEAR, R_FAR):
    mc = results[6, distance]
    density = mc.fcisolver.make_rdm1(mc.ci, 6, mc.nelecas)
    natural = np.linalg.eigvalsh(density)[::-1]
    print(f"Natural occupations at R={distance:.1f} bohr:",
          " ".join(f"{x:.4f}" for x in natural))
assert np.allclose(natural, 1.0, atol=1e-3)

# ---- CI vector at large R, rotated to orbitals on single atoms ----
mc = results[6, R_FAR]
mol = mc.mol
active = np.array(mc.mo_coeff)[:, 4:10]
ci = np.asarray(mc.ci).reshape(20, 20)
strings = [tuple(int(i) for i in row)
           for row in fci.cistring.gen_occslst(range(6), 3)]
start, stop = mol.aoslice_by_atom()[0, 2:4]
overlap = mol.intor("int1e_ovlp")
on_a = active[start:stop]
share, rotation = np.linalg.eigh(
    on_a.T @ overlap[start:stop, start:stop] @ on_a)
assert np.allclose(share, [0, 0, 0, 1, 1, 1], atol=1e-4)
minors = np.array([[np.linalg.det(rotation[np.ix_(p, q)])
                    for q in strings] for p in strings])
local_ci = minors.T @ ci @ minors
local_weights = []
for u in up_sets:
    down = tuple(i for i in range(6) if i not in u)
    local_weights.append(
        local_ci[strings.index(u), strings.index(down)] ** 2)
local_weights = np.array(local_weights)
assert np.allclose(local_weights, spin_weights, atol=1e-3)
assert abs(local_weights.sum() - 1) < 1e-3
print(f"Local determinant weights: largest {local_weights.max():.5f},"
      f" smallest {local_weights.min():.5f}")
print(f"Sum of the {len(local_weights)} weights:"
      f" {local_weights.sum():.6f}")

# ---- The bonding determinant at large R ----
labels = orbital_labels(mol, active)
bonding = tuple(i for i, lab in enumerate(labels)
                if lab in ("Ag", "B2u", "B3u"))
assert len(bonding) == 3
where = strings.index(bonding)
bonding_weight = ci[where, where] ** 2
assert abs(bonding_weight - pair_overlap ** 2 / 8) < 1e-3
assert abs(bonding_weight - 1 / 16) < 1e-3
occupied = np.hstack([np.array(mc.mo_coeff)[:, :4],
                      active[:, list(bonding)]])
dm = 2 * occupied @ occupied.T
coulomb, exchange = scf.hf.get_jk(mol, dm)
e_bonding = (np.sum(dm * scf.hf.get_hcore(mol))
             + 0.5 * np.sum(dm * (coulomb - 0.5 * exchange))
             + mol.energy_nuc())
excess = e_bonding - 2 * e_atom
assert excess > 0.1
print(f"Bonding determinant weight at R={R_FAR:.1f} bohr:"
      f" {bonding_weight:.5f}")
print(f"Its energy above two atoms (same orbitals): {excess:.4f} hartree"
      f" = {excess * EV:.2f} eV")
print("all good")
```

Printed output:

```
Singlets per open-shell number k: {0: 1, 2: 1, 4: 2, 6: 5}
CAS(6,6): determinants M=0: 400, M=1: 225
  singlet CSFs from explicit count: 175
  k=0: 20 occupations, 20 CSFs
  k=2: 90 occupations, 90 CSFs
  k=4: 30 occupations, 60 CSFs
  k=6: 1 occupations, 5 CSFs
CAS(10,8): determinants M=0: 3136, M=1: 1960
  singlet CSFs from explicit count: 1176
  k=0: 56 occupations, 56 CSFs
  k=2: 420 occupations, 420 CSFs
  k=4: 280 occupations, 560 CSFs
  k=6: 28 occupations, 140 CSFs
Overlap of three singlet pairs with coupled quartets: 0.707107
Basis cc-pVDZ; ROHF quartet N atom: -54.388414 hartree
Twice the atom: -108.776828 hartree
CASSCF(6,6) at R=2.1 bohr: -109.090773 hartree
CASSCF(10,8) at R=2.1 bohr: -109.103494 hartree
CASSCF(6,6) at R=20.0 bohr: -108.776828 hartree
CASSCF(10,8) at R=20.0 bohr: -108.776829 hartree
CAS(6,6) far energy minus two atoms: 0.00 microhartree
CAS(6,6) E(far)-E(near): 0.3139 hartree = 8.54 eV
CAS(10,8) far energy minus two atoms: -0.04 microhartree
CAS(10,8) E(far)-E(near): 0.3267 hartree = 8.89 eV
Natural occupations at R=2.1 bohr: 1.9813 1.9393 1.9393 0.0606 0.0606 0.0188
Natural occupations at R=20.0 bohr: 1.0000 1.0000 1.0000 1.0000 1.0000 1.0000
Local determinant weights: largest 0.25000, smallest 0.02778
Sum of the 20 weights: 1.000000
Bonding determinant weight at R=20.0 bohr: 0.06250
Its energy above two atoms (same orbitals): 1.0904 hartree = 29.67 eV
all good
```
